# Tilted planar dividing surfaces at a harmonic saddle in transition-state theory: a program that tests the result

```python
# RESULT UNDER TEST
# At a harmonic saddle V = Eb - m wb^2 x^2/2 + m ws^2 y^2/2, a planar dividing
# surface whose normal makes the angle t with the unstable mode x gives a
# transition-state-theory (TST) rate larger than the untilted one by
#     F(t) = 1/sqrt(cos^2 t - (wb/ws)^2 sin^2 t),   |tan t| < ws/wb,
# while recrossing (transmission coefficient 1/F) leaves the true rate unchanged.
# m: mass, wb: barrier angular frequency, ws: stable angular frequency at saddle,
# Eb: barrier height, a: half the hop length, s: distance along the plane.
# Full model: V = Eb (1 - x^2/a^2)^2 + m ws^2 y^2/2. SI units inside the program.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit

# Rough typical inputs: copper atom in a dense nitride barrier film
temperature = 700.0
barrier_eV = 1.2
hop_nm = 0.30
stable_THz = 5.0
mass_u = 63.546
friction = 2.0e12

eV = const.e
kT = const.k * temperature
Eb = barrier_eV * eV
a = 0.5 * hop_nm * 1e-9
m = mass_u * const.atomic_mass
ws = 2 * np.pi * stable_THz * 1e12
wb = np.sqrt(4 * Eb / (m * a**2))
w0 = np.sqrt(8 * Eb / (m * a**2))
r = wb / ws
sigma_v = np.sqrt(kT / m)


def tilt_factor(t):
    return 1 / np.sqrt(np.cos(t)**2 - r**2 * np.sin(t)**2)


# Frequencies used above, checked by finite differences of the double well
def well_x(x):
    return Eb * (1 - (x / a)**2)**2


h = 1e-3 * a
for place, omega in ((0.0, wb), (a, w0)):
    curvature = (well_x(place + h) - 2 * well_x(place) + well_x(place - h)) / h**2
    assert abs(abs(curvature) / (m * omega**2) - 1) < 1e-5


# One-way flux from its definition, kT = 1, possibly unequal masses
def one_way_flux(phi, m1, m2, kb, ks):
    c, d = np.cos(phi), np.sin(phi)
    alpha = 2 * np.pi * (np.arange(40000) + 0.5) / 40000
    projected = c / np.sqrt(m1) * np.cos(alpha) + d / np.sqrt(m2) * np.sin(alpha)
    radial = quad(lambda v: v**2 * np.exp(-v**2 / 2), 0, np.inf)[0]
    mean_speed = np.mean(np.maximum(0, projected)) * radial
    surface = quad(lambda s: np.exp(0.5 * kb * (s * d)**2
                                    - 0.5 * ks * (s * c)**2), -np.inf, np.inf)[0]
    return mean_speed * surface


flat = one_way_flux(0.0, 1, 1, r**2, 1)
for degrees in (-30, 10, 30, 45, 55):
    t = np.radians(degrees)
    assert abs(one_way_flux(t, 1, 1, r**2, 1) / flat / tilt_factor(t) - 1) < 1e-6

# Small-angle law against the flux definition
small = np.radians(3)
small_law = 1 + 0.5 * (1 + r**2) * small**2
assert abs(one_way_flux(small, 1, 1, r**2, 1) / flat - small_law) < 3e-5

# Unequal masses: the angle must be taken in mass-weighted coordinates
mass_ratio = 4.0
phi = np.radians(30)
t_weighted = np.arctan(np.sqrt(mass_ratio) * np.tan(phi))
flux_ratio = (one_way_flux(phi, mass_ratio, 1, mass_ratio * r**2, 1)
              / one_way_flux(0.0, mass_ratio, 1, mass_ratio * r**2, 1))
assert abs(flux_ratio / tilt_factor(t_weighted) - 1) < 1e-6
assert abs(flux_ratio / tilt_factor(phi) - 1) > 0.1

# Angle for a 10 percent error, checked by the flux definition
t_ten = np.arcsin(np.sqrt((1 - 1 / 1.1**2) / (1 + r**2)))
assert abs(one_way_flux(t_ten, 1, 1, r**2, 1) / flat - 1.1) < 1e-6
t_crit = np.arctan(ws / wb)

# Energy on the tilted plane relative to the saddle
s_grid = np.linspace(-4 * a, 4 * a, 40001)
ds = s_grid[1] - s_grid[0]


def plane_energy(t, quartic=1.0, soft=0.0):
    x, y = -s_grid * np.sin(t), s_grid * np.cos(t)
    along = Eb * (-2 * (x / a)**2 + quartic * (x / a)**4)
    return along + 0.5 * m * ws**2 * y**2 / (1 + soft * (x / a)**2)


def full_factor(t, soft=0.0):
    tilted = np.sum(np.exp(-plane_energy(t, soft=soft) / kT))
    return tilted / np.sum(np.exp(-plane_energy(0.0, soft=soft) / kT))


def plane_width(t):
    return sigma_v / np.sqrt(ws**2 * np.cos(t)**2 - wb**2 * np.sin(t)**2)


t45, t55, t65 = np.radians([45, 55, 65])
for t in (np.radians(30), t45):
    first_order = 1 - 3 * Eb / kT * np.sin(t)**4 * (plane_width(t) / a)**4
    assert abs(full_factor(t) / tilt_factor(t) - first_order) < 1e-4

# Beyond the critical angle the plane dips below the saddle
dip55 = -np.min(plane_energy(t55)) / eV
dip65 = -np.min(plane_energy(t65)) / eV
assert abs(dip55) < 1e-9 and t55 < t_crit < t65 and dip65 > 0.01


# Transmission coefficient from trajectories started on the tilted plane
def transmission(t, quartic, seed, n=100000):
    rng = np.random.default_rng(seed)
    weight = np.exp(-plane_energy(t, quartic=quartic) / kT)
    cumulative = np.cumsum(weight) / np.sum(weight)
    s = np.interp(rng.random(n), cumulative, s_grid)
    v_normal = sigma_v * np.sqrt(-2 * np.log(1 - rng.random(n)))
    v_along = sigma_v * rng.standard_normal(n)
    v_x = v_normal * np.cos(t) - v_along * np.sin(t)
    # y is uncoupled from x, so the outcome needs only the motion in x;
    # each start is run with its velocity and with the reversed velocity
    x = np.concatenate([-s * np.sin(t)] * 2)
    v = np.concatenate([v_x, -v_x])
    outcome = np.zeros(2 * n)
    dt = 0.04 / wb
    force = wb**2 * x * (1 - quartic * (x / a)**2)
    for _ in range(300):
        v += 0.5 * dt * force
        x += dt * v
        force = wb**2 * x * (1 - quartic * (x / a)**2)
        v += 0.5 * dt * force
        new = (outcome == 0) & (np.abs(x) > 0.8 * a)
        outcome[new] = np.sign(x[new])
    outcome = np.where(outcome == 0, np.sign(x), outcome)
    product = (outcome > 0).astype(float)
    difference = product[:n] - product[n:]
    return difference.mean(), difference.std() / np.sqrt(n)


# Tolerances are at least four statistical standard errors
kap_h45, err_h45 = transmission(t45, 0.0, 1)
kap_45, err_45 = transmission(t45, 1.0, 2)
kap_55, err_55 = transmission(t55, 1.0, 3)
assert abs(kap_h45 - 1 / tilt_factor(t45)) < 0.012
corrected45 = kap_45 * full_factor(t45)
corrected55 = kap_55 * full_factor(t55)
assert abs(corrected45 - 1) < 0.02
assert abs(corrected55 - 1) < 0.04

# Untilted rate: harmonic formula against the flux over the full reactant well
k0 = w0 / (2 * np.pi) * np.exp(-Eb / kT)
x_left = np.linspace(-3 * a, 0, 30001)
reactant_x = np.sum(np.exp(-well_x(x_left) / kT)) * (x_left[1] - x_left[0])
k0_full = sigma_v / np.sqrt(2 * np.pi) * np.exp(-Eb / kT) / reactant_x
assert abs(k0_full / k0 - 1) < 0.05

# Reactant population in the wedge that a 45 degree tilt hands to the product
xg = np.linspace(-2 * a, 0, 1001)[:, None]
yg = np.linspace(-2 * a, 2 * a, 2001)[None, :]
boltz = np.exp(-(well_x(xg) + 0.5 * m * ws**2 * yg**2) / kT)
moved = np.sum(boltz * (xg * np.cos(t45) + yg * np.sin(t45) > 0)) / np.sum(boltz)
assert moved < 1e-6

# Transverse frequency 20 percent lower in the well than at the saddle
soft = 1 / 0.8**2 - 1
soft_change = full_factor(t45, soft=soft) / full_factor(t45) - 1

# Quantum effects: parabolic tunnelling by energy average, well by level sum
ub, u0 = const.hbar * wb / kT, const.hbar * w0 / kT
e_grid = np.linspace(-20, 60, 800001)
tunnel = (np.sum(np.exp(-e_grid) * expit(2 * np.pi * e_grid / ub))
          * (e_grid[1] - e_grid[0]))
assert abs(tunnel - (ub / 2) / np.sin(ub / 2)) < 1e-5
levels = np.sum(np.exp(-u0 * (np.arange(2000) + 0.5)))
well_quantum = 1 / (u0 * levels)
assert abs(well_quantum - np.sinh(u0 / 2) / (u0 / 2)) < 1e-8

# Lattice friction: growth rate at the saddle, and energy loss per pass
growth = np.max(np.roots([1, friction, -wb**2]).real)
action = 2 * quad(lambda z: a * np.sqrt(2 * m * Eb * max(0.0, 2 * z**2 - z**4)),
                  0, np.sqrt(2))[0]
loss = friction * action / kT

THz = 2 * np.pi * 1e12
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT/eV*1e3:.2f} meV")
print(f"barrier height: {barrier_eV:.2f} eV")
print(f"barrier height over kT: {Eb/kT:.2f}")
print(f"hop length: {hop_nm:.2f} nm")
print(f"half hop length a: {a*1e9:.3f} nm")
print(f"copper mass: {mass_u:.3f} u")
print(f"stable frequency ws/2pi: {ws/THz:.3f} THz")
print(f"barrier frequency wb/2pi: {wb/THz:.3f} THz")
print(f"well frequency w0/2pi: {w0/THz:.3f} THz")
print(f"ratio wb/ws: {r:.4f}")
print(f"ratio squared: {r**2:.4f}")
print(f"untilted harmonic TST rate: {k0:.3e} 1/s")
print(f"critical angle: {np.degrees(t_crit):.2f} deg")
print(f"angle for 10 percent excess: {np.degrees(t_ten):.2f} deg")
for degrees in (10, 30, 45, 55):
    t = np.radians(degrees)
    print(f"{degrees} deg: F harmonic {tilt_factor(t):.4f}, "
          f"F full model {full_factor(t):.4f}, "
          f"kT ln F {kT*np.log(tilt_factor(t))/eV*1e3:.2f} meV")
print(f"65 deg: F full model {full_factor(t65):.3f}")
print(f"65 deg: plane dips below saddle by {dip65:.4f} eV")
print(f"45 deg: harmonic TST rate {k0*tilt_factor(t45):.3e} 1/s")
print(f"45 deg: thermal width along plane {plane_width(t45)*1e9:.4f} nm")
print(f"55 deg: thermal width along plane {plane_width(t55)*1e9:.4f} nm")
print(f"45 deg: 1/F harmonic {1/tilt_factor(t45):.4f}")
print(f"45 deg: transmission, harmonic paths {kap_h45:.4f} +- {err_h45:.4f}")
print(f"45 deg: transmission, full model {kap_45:.4f} +- {err_45:.4f}")
print(f"55 deg: transmission, full model {kap_55:.4f} +- {err_55:.4f}")
print(f"45 deg: corrected rate over untilted {corrected45:.3f}")
print(f"55 deg: corrected rate over untilted {corrected55:.3f}")
print(f"unequal masses: m1/m2 {mass_ratio:.1f}, plain angle "
      f"{np.degrees(phi):.1f} deg")
print(f"unequal masses: weighted angle {np.degrees(t_weighted):.2f} deg")
print(f"unequal masses: flux ratio {flux_ratio:.4f}")
print(f"unequal masses: F with plain angle {tilt_factor(phi):.4f} (wrong)")
print(f"anharmonic well changes untilted rate by {100*(k0_full/k0-1):.2f} %")
print(f"softer transverse well mode changes F(45) by {100*soft_change:.2f} %")
print(f"reactant fraction moved by 45 deg tilt: {moved:.1e}")
print(f"tunnelling raises untilted rate by {100*(tunnel-1):.2f} %")
print(f"quantized well raises untilted rate by {100*(well_quantum-1):.2f} %")
print(f"assumed friction rate: {friction*1e-12:.1f} 1/ps")
print(f"friction factor on untilted rate: {growth/wb:.4f}")
print(f"energy loss per pass over kT: {loss:.1f}")
print("tests ok")
```

Output:

```
temperature: 700 K
thermal energy kT: 60.32 meV
barrier height: 1.20 eV
barrier height over kT: 19.89
hop length: 0.30 nm
half hop length a: 0.150 nm
copper mass: 63.546 u
stable frequency ws/2pi: 5.000 THz
barrier frequency wb/2pi: 2.864 THz
well frequency w0/2pi: 4.051 THz
ratio wb/ws: 0.5729
ratio squared: 0.3282
untilted harmonic TST rate: 9.288e+03 1/s
critical angle: 60.19 deg
angle for 10 percent excess: 21.19 deg
10 deg: F harmonic 1.0206, F full model 1.0206, kT ln F 1.23 meV
30 deg: F harmonic 1.2236, F full model 1.2234, kT ln F 12.17 meV
45 deg: F harmonic 1.7254, F full model 1.7216, kT ln F 32.90 meV
55 deg: F harmonic 3.0321, F full model 2.9342, kT ln F 66.91 meV
65 deg: F full model 50.517
65 deg: plane dips below saddle by 0.1367 eV
45 deg: harmonic TST rate 1.603e+04 1/s
45 deg: thermal width along plane 0.0166 nm
55 deg: thermal width along plane 0.0292 nm
45 deg: 1/F harmonic 0.5796
45 deg: transmission, harmonic paths 0.5820 +- 0.0019
45 deg: transmission, full model 0.5766 +- 0.0019
55 deg: transmission, full model 0.3427 +- 0.0018
45 deg: corrected rate over untilted 0.993
55 deg: corrected rate over untilted 1.006
unequal masses: m1/m2 4.0, plain angle 30.0 deg
unequal masses: weighted angle 49.11 deg
unequal masses: flux ratio 2.0369
unequal masses: F with plain angle 1.2236 (wrong)
anharmonic well changes untilted rate by -0.99 %
softer transverse well mode changes F(45) by 0.77 %
reactant fraction moved by 45 deg tilt: 3.3e-10
tunnelling raises untilted rate by 0.16 %
quantized well raises untilted rate by 0.32 %
assumed friction rate: 2.0 1/ps
friction factor on untilted rate: 0.9460
energy loss per pass over kT: 11.8
tests ok
```
